# Relaxing the profile and period of a modulated Landau state

## Scaling fixes the form of the test

Stretch a periodic state along its modulation direction without changing its shape. If the period goes from $L$ to $\mu L$, a term in the energy density containing $m$ derivatives changes by the factor $\mu^{-m}$. Writing $\langle f_m\rangle$ for the period average of all terms with $m$ derivatives, the mean energy density becomes

$$F(\mu)=\sum_m \mu^{-m}\langle f_m\rangle,\qquad
\left.\frac{dF}{d\ln\mu}\right|_{\mu=1}=-\sum_m m\langle f_m\rangle .$$

A stationary period therefore requires $\sum_m m\langle f_m\rangle=0$. Terms without derivatives drop out, and the others are weighted by their number of derivatives.

The model treated here is

$$f=\tfrac a2P^2+\tfrac b4P^4+\tfrac g2P'^2+\tfrac h2P''^2,\qquad b>0,\ g<0,\ h>0 .$$

The gradient terms have $m=2$ and $m=4$, so the sum is

$$S=g\langle P'^2\rangle+2h\langle P''^2\rangle .$$

The 2 belongs to equal prefactors: with $gP'^2+hP''^2$ in $f$, the whole sum would double and its zero would stay put. An added term $\eta P^2P'^2/2$ would contribute $\eta\langle P^2P'^2\rangle$.

The polarisation $P(x)$ points along one fixed axis perpendicular to $x$, to which crystal anisotropy is assumed to hold it. Its divergence vanishes, so the modulation carries no bound charge and no depolarisation energy appears. The treatment is mean-field and one-dimensional, at fixed temperature and zero applied field.

## Why the test holds for a relaxed profile

Let $k=2\pi/L$, $\theta=kx$ and $P(x)=p(\theta)$. Each $x$ derivative brings a factor $k$. With $V(P)=aP^2/2+bP^4/4$,

$$F[p,k]=\langle V(p)\rangle+\tfrac g2k^2B+\tfrac h2k^4A,\qquad B=\langle p_\theta^2\rangle,\quad A=\langle p_{\theta\theta}^2\rangle .$$

Varying $p$ and integrating by parts, once in the $g$ term and twice in the $h$ term, gives the profile equation

$$aP+bP^3-gP''+hP''''=0. \tag{1}$$

Boundary terms cancel by periodicity. Differentiating with respect to $k$ at fixed $p$ gives

$$k\frac{\partial F}{\partial k}=gk^2B+2hk^4A=S .$$

In a simulation the profile changes when the cell changes. On a smooth branch of relaxed profiles, the total derivative is

$$\frac{dF}{dk}=\frac{\partial F}{\partial k}+\left\langle\frac{\delta F}{\delta p}\frac{dp}{dk}\right\rangle .$$

The last term vanishes because $\delta F/\delta p=0$ is equation (1). Since $d\ln L=-d\ln k$,

$$\frac{dF}{d\ln L}=-S. \tag{2}$$

Positive $S$ means that lengthening the cell lowers the energy density; negative $S$ calls for shortening. A minimum needs $S$ to pass from positive to negative as $L$ grows.

### Energy per length, not energy per cell

Multiply (1) by $P'$. The first two terms give $dV/dx$, the third gives $-d(gP'^2/2)/dx$, and the fourth is

$$hP'P''''=\frac{d}{dx}(hP'P''')-hP''P'''
=\frac{d}{dx}\left(hP'P'''-\tfrac h2P''^2\right).$$

Hence

$$I=V-\tfrac g2P'^2-\tfrac h2P''^2+hP'P''' \tag{3}$$

is constant along $x$. To find its value, average it and use $\langle P'P'''\rangle=-\langle P''^2\rangle$:

$$I=\langle V\rangle-\tfrac g2\langle P'^2\rangle-\tfrac{3h}{2}\langle P''^2\rangle=F-S .$$

The energy of a whole cell per unit area is $LF$, and (2) gives $d(LF)/dL=F+dF/d\ln L=F-S$. At the correct period this equals $F$, which is generally nonzero. Minimising $LF$ would answer a different question, and its answer would move if a constant were added to $f$. The quantity to minimise is $F$.

## The period step

At fixed shape, $F$ is a quadratic function of $k^2$. Setting its derivative to zero gives the best wave number $\kappa$:

$$\kappa^2=-\frac{gB}{2hA}=-k^2\frac{g\langle P'^2\rangle}{2h\langle P''^2\rangle}. \tag{4}$$

The corresponding period is

$$L_{\rm next}=L\sqrt{\frac{2h\langle P''^2\rangle}{-g\langle P'^2\rangle}} .$$

Completing the square gives the energy gained by this step:

$$F[p,k]-F[p,\kappa]=\tfrac h2A(k^2-\kappa^2)^2 .$$

From (4), $gB=-2hA\kappa^2$, so $S=2hAk^2(k^2-\kappa^2)$. Eliminating the bracket and using $\langle P''^2\rangle=k^4A$,

$$F[p,k]-F[p,\kappa]=\frac{S^2}{8h\langle P''^2\rangle}. \tag{5}$$

Further relaxation of the shape can only lower the energy, so (5) is a lower bound on the penalty of the wrong cell relative to the global minimum.

A dimensionless alarm is

$$R=\frac{S}{2h\langle P''^2\rangle-g\langle P'^2\rangle}
=\frac{k^2-\kappa^2}{k^2+\kappa^2},\qquad
\frac{L_{\rm next}}L=\sqrt{\frac{1+R}{1-R}} .$$

For small $R$ the ratio is $1+R$ to first order: $R$ is the fractional period correction at frozen shape. It differs from the true misfit because the shape also responds.

## The profile step and its stability

Let $P_n$ be the coefficient of $e^{in\theta}$. The gradient energy is diagonal in $n$:

$$\tfrac12\sum_n\lambda_n|P_n|^2,\qquad \lambda_n=g(nk)^2+h(nk)^4 .$$

Choose $s$ at least as large as $V''=a+3bP^2$ throughout $|P|\le P_b$. Taylor's theorem then gives, for old and new values $P$ and $q$ in that range,

$$V(q)\le V(P)+V'(P)(q-P)+\tfrac s2(q-P)^2 .$$

Average this and add the gradient energy of $q$. The result is an upper bound on $F[q]$ that touches $F$ at $q=P$. Its stationarity condition is

$$[V'(P)]_n+s(q_n-P_n)+\lambda_nq_n=0,$$

which gives

$$q_n=\frac{sP_n-[V'(P)]_n}{s+\lambda_n}. \tag{6}$$

The minimum of $gz+hz^2$ over $z=(nk)^2$ is $-u$, where

$$u=\frac{g^2}{4h}.$$

Thus $s>u$ makes every denominator positive and the bound strictly convex. Since the bound is quadratic with curvature $s+\lambda_n$,

$$F[P]-F[q]\ge\tfrac12\sum_n(s+\lambda_n)|q_n-P_n|^2 .$$

The period step cannot raise $F$ either, so the alternation is monotone. The energy is bounded below, because $\lambda_n\ge-u$ gives

$$F\ge\left\langle\tfrac{a-u}{2}P^2+\tfrac b4P^4\right\rangle\ge-\frac{(a-u)^2}{4b}\qquad(a<u).$$

The total possible descent is finite, so the profile changes tend to zero. This does not select the global minimum.

The argument survives discretisation. Evaluate $V$ on $N$ equally spaced phases and the gradient energy by the discrete Parseval sum. The inequality holds at each grid point, and $L$ enters through $\lambda_n$ alone. If $N$ stays fixed as $L$ changes, (2) holds for the discrete energy at its own relaxed profile. The energy and $S$ must use the same spectral weights, including the highest harmonic.

## Pseudocode

```
input: P[0..N-1], L, free_period, P_b
s = a + 3 b P_b^2                 # require s > g^2/(4h)
repeat
    require max|P| <= P_b
    c = FFT(P)/N
    D1 = sum |c_n|^2 (2 pi n/L)^2  # <P'^2>, all signed n
    D2 = sum |c_n|^2 (2 pi n/L)^4  # <P''^2>
    if D2 is negligible: report uniform state; freeze L
    else if free_period:
        L = L sqrt(2 h D2/(-g D1))
    lambda_n = g(2 pi n/L)^2 + h(2 pi n/L)^4
    v = FFT(a P + b P^3)/N
    c_new = (s c - v)/(s + lambda)
    P = real inverse FFT(N c_new)
until the profile change is small
recompute D1, D2, S, R and the residual of equation (1)
accept only if |R| and that residual both reach solver tolerance
```

Three transforms per iteration cost $O(N\log N)$ operations and $O(N)$ storage. The period update adds two $O(N)$ sums. The residual needs its own check: by (6), a change in harmonic $n$ equals minus its force divided by $s+\lambda_n$, so a small change at high $n$ may hide a larger force.

## Two limits of the period

For a symmetric profile $p=\sum_n p_n\cos n\theta$, the averages are $B=\frac12\sum n^2p_n^2$ and $A=\frac12\sum n^4p_n^2$. With $k_0^2=-g/(2h)$ and $L_0=2\pi/k_0$, equation (4) gives at the optimum

$$\frac{L}{L_0}=\left(\frac{\sum n^4p_n^2}{\sum n^2p_n^2}\right)^{1/2}\ge1,$$

because $n^4\ge n^2$. Higher harmonics lengthen the period in this model. If the third harmonic dominates the correction and $r=(p_3/p_1)^2$ is small,

$$\frac L{L_0}=\left(\frac{1+81r}{1+9r}\right)^{1/2}\approx1+36r. \tag{7}$$

Near onset the ratio can be found analytically. At $k_0$, $\lambda_1=-u$. A single cosine of amplitude $p_1$ has

$$F_1=\frac{a-u}{4}p_1^2+\frac{3b}{32}p_1^4,$$

since $\langle\cos^2\theta\rangle=1/2$ and $\langle\cos^4\theta\rangle=3/8$. For $a<u$, setting $dF_1/dp_1=0$ gives

$$p_1^2=\frac{4(u-a)}{3b},\qquad F_1=-\frac{(u-a)^2}{6b}.$$

The identity $\cos^3\theta=(3\cos\theta+\cos3\theta)/4$ shows that the cubic force drives the third harmonic with strength $bp_1^3/4$. At $k_0$, $\lambda_3=(81-18)u=63u$; near onset $a\approx u$, so the restoring coefficient is $64u$. Therefore

$$\frac{p_3}{p_1}\approx-\frac{bp_1^2}{256u}=-\frac{u-a}{192u},\qquad
\frac L{L_0}-1\approx\frac{(u-a)^2}{1024u^2}. \tag{8}$$

The anharmonic lengthening vanishes quadratically with distance from onset.

## A worked relaxation

Take $a=-3.0\times10^8$ J m/C², $b=5.0\times10^9$ J m⁵/C⁴, $g=-8.0\times10^{-11}$ J m³/C² and $h=1.6\times10^{-29}$ J m⁵/C². Then

$$k_0^2=\frac{8.0\times10^{-11}}{3.2\times10^{-29}}=2.5\times10^{18}\ {\rm m^{-2}},\qquad L_0=3.974\ {\rm nm},$$

and $u=1.0\times10^8$ J m/C². With $P_b=0.5$ C/m², $s=3.45\times10^9$ J m/C², well above $u$.

A 64-point profile started at 5.2 nm relaxes in 418 joint iterations, stopping when its largest change falls below $10^{-14}$ C/m². The energy passed the test of monotone descent, up to rounding. The final period is 4.0385 nm, and

$$g\langle P'^2\rangle=-10.585,\qquad 2h\langle P''^2\rangle=10.585\quad{\rm MJ/m^3}.$$

Their sum vanishes to rounding. A 32-point grid gives the same period within one part in $10^8$.

The harmonic amplitudes are 32.995, 0.7055 and 0.0052 µC/cm² for $n=1,3,5$. The peak, 32.295 µC/cm², equals $32.995-0.7055+0.0052$ to rounding: the third harmonic opposes the first at the crest and flattens it. Equation (7) gives

$$L\approx3.9738\left[1+36\left(\frac{0.70548}{32.99526}\right)^2\right]=4.0392\ {\rm nm}.$$

The onset formula (8), with $u-a=4u$, predicts a lengthening of $16/1024=1.56\%$, against the computed 1.63%. The two lengthenings differ by about 4% in this example; so far from onset, (8) does not guarantee such agreement.

The relaxed energy is $-5.408$ MJ/m³. The single-cosine value is $-(4\times10^8)^2/(3\times10^{10})$ J/m³ $=-5.333$ MJ/m³. The uniform state has $P=\sqrt{-a/b}=24.5$ µC/cm² and energy $-a^2/(4b)=-4.500$ MJ/m³, so the modulated state is favoured by 0.908 MJ/m³.

### What an incorrectly fixed cell reveals

The profile was also relaxed at six fixed periods. Four cases show the behaviour; the others are in the numerical output.

| $L$ (nm) | $S$ (MJ/m³) | $R$ | penalty (MJ/m³) | $L_{\rm next}$ (nm) |
|---:|---:|---:|---:|---:|
| 3.2 | 8.419 | 0.215 | 0.807 | 3.982 |
| 4.0 | 0.181 | 0.0083 | 0.00086 | 4.033 |
| 4.8 | −1.667 | −0.124 | 0.182 | 4.238 |
| 5.2 | −1.723 | −0.153 | 0.320 | 4.459 |

All these profiles satisfy (1), with a residual below $10^{-8}$ of $|a|\max|P|$. A profile-only convergence check would accept them all; $S$ exposes the wrong cell and gives the direction of correction.

At 4.8 nm, $L_{\rm next}=4.8\sqrt{0.87604/1.12396}=4.238$ nm. One correction does not finish the job, because the shape was relaxed for the old cell. From 4.0 nm the period error falls from 0.0385 to 0.0051 nm; from 5.2 nm it falls from 1.16 to 0.42 nm. Among the tabulated cells on the long side, the bound (5) covers a smaller share of the penalty as the misfit grows: at 4.8 nm it is 0.118 against a penalty of 0.182 MJ/m³, and at 5.2 nm it is 0.155 against 0.320 MJ/m³.

The size of $S$ is a poor measure of misfit on the long side. Between 4.8 and 5.2 nm it barely changes, while the penalty grows by three quarters. $S$ gives the local energy slope, while $R$ and $L_{\rm next}$ estimate the distance only near the optimum. Much longer cells can mislead: on the same branch at 8 nm, $R$ is only $-0.010$ and $L_{\rm next}=7.92$ nm, although the period is almost twice the optimum and the penalty is 0.69 MJ/m³. That profile is a saddle, as the branch also is at 6 and 7 nm: it persists only while the profile is restricted to odd cosine harmonics. At 10 nm the branch is stable in its own cell and misleads in the same way, with $R=-0.026$, $L_{\rm next}=9.75$ nm and a penalty of 0.72 MJ/m³. Repeat the period step until $R$ reaches the solver tolerance, and compare energies from different starting periods.

Two further calculations support these values. At 4.8 nm, a central difference of relaxed energies with relative step $10^{-4}$ gives $dF/d\ln L=1.66704$ MJ/m³, equal to $-S$ at the printed precision. A real-space boundary-value solution gives the same $S$; minimising its energy over $L$, without using $S$, returns 4.0385 nm.

## Failure modes

**A uniform state passes trivially.** Both gradient averages vanish, so $S=0$ although $F$ lies 0.908 MJ/m³ too high here. The period is undefined and $R$ becomes 0/0. Check the modulation amplitude first, then compare energies.

**An unrelaxed profile can pass.** Any single cosine at $k_0$ has $S=0$, whatever its amplitude. For 10 µC/cm² the force at the crest is

$$(a-u)P+bP^3=-4.0\times10^7+0.5\times10^7=-3.5\times10^7\ {\rm J/(m\,C)}.$$

Relative to $|a|P=3.0\times10^7$ in the same unit, the violation is 1.17. The period test must accompany the profile equation.

**A local minimum can pass.** Ten random starts, each with six harmonics and a mean value in a cell initially three relaxed periods long, found no state below the relaxed energy beyond numerical error. The lowest agreed with it within 1 J/m³. This supports the chosen branch but does not prove global minimality. The search also keeps $P$ on its fixed axis. If the quartic energy were isotropic in the plane perpendicular to $x$, a polarisation of constant length rotating in that plane with wave number $k_0$ would reach $-(a-u)^2/(4b)=-8.0$ MJ/m³, well below the relaxed state. The model therefore applies only where anisotropy is strong enough to exclude such rotation.

**A large cell can hide a small misfit.** If a cell of length $L_c$ holds the integer number of waves nearest to $L_c/L$, where $L$ is now the optimum period, that integer is wrong by at most 1/2. The relative wave-number error is then at most $L/(2L_c)$. Guaranteeing 1% this way needs 50 periods; releasing the cell length removes the constraint.

**The range bound can fail.** If $|P|$ exceeds $P_b$, the descent proof no longer applies. Increase $P_b$, recompute $s$ and restart from the last accepted profile. A needlessly large $s$ is safe but shortens the steps.

## Where the continuum period can be trusted

The parameters are round values in the rough regime of modulated perovskite-oxide antiferroelectrics, with polarisations of tens of µC/cm² and periods of a few nanometres; they represent no particular compound. Orders that alternate over only a few lattice cells lie outside the long-wavelength regime. Even here, a lattice spacing $d=0.4$ nm matters. Replace $k$ by $(2/d)\sin(kd/2)$, with $g$ and $h$ fixed. Matching only the fundamental to its continuum optimum moves the period from 4.04 to 3.97 nm. Relaxing the profile with the same replacement in the odd harmonics up to the seventh also strengthens the third harmonic, and the period becomes 3.99 nm. The model therefore supports a period of about 4.0 nm, however many digits the solver converges. Locking to ten lattice cells costs just 0.00086 MJ/m³ in the continuum energy. The 3.99 nm estimate averages over the position of the wave relative to the lattice and so omits pinning. On an actual chain with the same difference operators, the ten-cell wave with its crest on a site lies 0.0026 MJ/m³ below the one centred between sites. It also lies 0.0005 to 0.004 MJ/m³ below the other periods tried between 3.92 and 4.04 nm, so among these this lattice version prefers exactly ten cells, 4.0 nm.

Elastic compatibility is another omission. In a one-dimensional modulation, the strain along $P$ cannot follow $P^2$ from point to point. With a rough stiffness $C=150$ GPa and electrostrictive coefficient $Q=0.05$ m⁴/C², the cost at fixed profile is $CQ^2\,{\rm var}(P^2)/2=0.26$ MJ/m³. That is 28% of the lead over the uniform state, which pays no such cost.

Transversality is the most demanding assumption. Fully longitudinal polarisation with a rough background permittivity of 5 would cost 615 MJ/m³. For a tilt $\delta$ towards $x$ this is multiplied by $\sin^2\delta$. If the uniform state avoids depolarisation, and the modulated profile and period are held fixed, the modulated state's lead is lost at

$$\sin^2\delta=\frac{0.908}{615}=0.00148,\qquad \delta=2.2^\circ .$$

Temperature is a smaller concern for the period. With $a=(T-T_0)/(\varepsilon_0C_{\rm CW})$ and a rough Curie constant $C_{\rm CW}=1.5\times10^5$ K, warming by 10 K shortens it by 0.0026 nm, at fixed $b$, $g$ and $h$. At 300 K the thermal energy is 1.2% of the ordering energy in a cube one period wide. This suggests weak fluctuations at that scale. It does not cover shorter wavelengths, whose effect must already be contained in the coefficients, or collective fluctuations of the modulation phase.

## Numbers as computed

```
a = -3.00e+08 J m/C2, b = 5.00e+09 J m5/C4
g = -8.00e-11 J m3/C2, h = 1.60e-29 J m5/C2
Descent constant s = 3.450e+09 J m/C2
g^2/(4h) = 1.000e+08 J m/C2
Harmonic period L0 = 3.9738 nm
Relaxed period = 4.0385 nm, started from 5.2 nm
Period lengthening over L0 = 1.627 %
Period from third-harmonic estimate = 4.0392 nm
Period from real-space energy minimum = 4.0385 nm
Joint iterations = 418
Peak polarisation = 32.295 uC/cm2
Harmonic 1 amplitude = 32.99526 uC/cm2
Harmonic 3 amplitude = 0.70548 uC/cm2
Harmonic 5 amplitude = 0.00519 uC/cm2
Relaxed energy F = -5.40751 MJ/m3
g<P'^2> = -10.58455 MJ/m3
2h<P''^2> = 10.58455 MJ/m3
|R| at relaxed period = 8.8e-17
Uniform state: P = 24.495 uC/cm2, F = -4.50000 MJ/m3
Modulated state lies lower by 0.90751 MJ/m3
Fixed cells: L nm | F, S MJ/m3 | R | penalty, bound MJ/m3 | next L nm
3.2 | -4.60091, 8.41876 | 0.21511 | 0.80660, 0.74518 | 3.9816
3.6 | -5.25195, 3.03591 | 0.10438 | 0.15556, 0.14346 | 3.9976
4.0 | -5.40665, 0.18098 | 0.00832 | 0.00086, 0.00075 | 4.0334
4.4 | -5.35227, -1.15912 | -0.06917 | 0.05524, 0.04307 | 4.1055
4.8 | -5.22529, -1.66704 | -0.12396 | 0.18222, 0.11794 | 4.2377
5.2 | -5.08747, -1.72280 | -0.15256 | 0.32004, 0.15508 | 4.4589
4.8 nm cell: numerical dF/dlnL = 1.66704 MJ/m3
4.8 nm cell: real-space F = -5.22529, S = -1.66704 MJ/m3
False pass, 10 uC/cm2 cosine at L0: |R| = 1.2e-16
Its relative profile-equation violation = 1.167
Random starts = 10, lowest F - relaxed F = -0.000000 MJ/m3
Rough inputs: lattice 0.4 nm, stiffness 150 GPa, Q 0.05 m4/C2
Rough inputs: background permittivity 5, Curie constant 1.5e+05 K
Period with lattice differences, one harmonic = 3.9714 nm
Penalty of lock-in at 4.0 nm = 0.00086 MJ/m3
Neglected electrostrictive energy = 0.2550 MJ/m3
Depolarisation energy if fully longitudinal = 615.1 MJ/m3
Tilt at which it cancels the lead over uniform = 2.20 degrees
Period change on warming by 10 K = -0.00261 nm
kT(300 K) / ordering energy in one period cubed = 0.0116
```
